# Phonon-assisted indirect absorption: two quadratic edges derived in two ways

## Four electron states and one phonon energy

Take a crystal whose valence band has its maximum at wave vector \(\mathbf k_v\) and whose conduction band has its minimum elsewhere, at \(\mathbf k_c\). Keep four electron states at first: valence and conduction states at \(\mathbf k_v\), called \(v1\) and \(c1\), and at \(\mathbf k_c\), called \(v2\) and \(c2\). Both valence states are full and both conduction states empty. The indirect gap is \(E_g=E_{c2}-E_{v1}\); the direct gaps are \(\Delta_v=E_{c1}-E_{v1}\) and \(\Delta_c=E_{c2}-E_{v2}\), both larger than the photon energy \(\hbar\omega\).

Light carries almost no momentum, so it cannot lift an electron from \(v1\) to \(c2\) alone. A phonon of energy \(\hbar\Omega\) can supply the missing wave vector \(\mathbf q=\mathbf k_c-\mathbf k_v\), either by being absorbed or by being created with wave vector \(-\mathbf q\). Energy conservation then reads

\[
\hbar\omega+\hbar\Omega=E_g\quad\text{(absorbed)},\qquad
\hbar\omega-\hbar\Omega=E_g\quad\text{(emitted)} .
\]

There are two sharp lines, at \(\hbar\omega=E_g-\hbar\Omega\) and \(E_g+\hbar\Omega\), separated by \(2\hbar\Omega\). Their strengths follow from the lattice displacement, which enters through

\[
Q_{\mathbf q}=b\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),\qquad b^2=\frac{\hbar}{2\rho V\Omega},
\]

with \(\rho\) the mass density and \(V\) the volume. Since \(a|n\rangle=\sqrt n\,|n-1\rangle\) and \(a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\), the squared elements are \(b^2n\) and \(b^2(n+1)\). In thermal equilibrium, with \(z=e^{-\hbar\Omega/kT}\), the mean of \(n\) is

\[
\frac{\sum_n n z^n}{\sum_n z^n}=\frac{z/(1-z)^2}{1/(1-z)}=\frac{z}{1-z}=\frac{1}{e^{\hbar\Omega/kT}-1},
\]

and from here on \(n\) denotes this mean. Hence \(n/(n+1)=z\). At low temperature the lower line disappears, because there is nothing to absorb, while the upper one survives.

In a real crystal, bands replace the four states, and each line becomes the threshold of a continuum. The result to be derived is

\[
\alpha(\omega)=A(\omega)\left[n\,x_a^2\,\theta(x_a)+(n+1)\,x_e^2\,\theta(x_e)\right],
\]
\[
x_a=\hbar\omega-E_g+\hbar\Omega,\qquad x_e=\hbar\omega-E_g-\hbar\Omega ,
\]

where \(\theta\) is the unit step and \(A(\omega)\) varies slowly.

## First derivation: two paths and the golden rule

### Couplings

For light of peak vector potential \(A_0\) and polarization \(\hat{\mathbf e}\), the part of the interaction that absorbs a photon is \(G\,\hat{\mathbf e}\cdot\mathbf p\,e^{-i\omega t}\), with \(G=eA_0/2m_0\); the factor 1/2 comes from splitting the cosine into two exponentials. Let \(p_v\) and \(p_c\) be the interband elements of \(\hat{\mathbf e}\cdot\mathbf p\) at \(\mathbf k_v\) and \(\mathbf k_c\).

The lattice scatters electrons within a band:

\[
H_{\rm ph}=\left(D_c\,c^\dagger_{c2}c_{c1}+D_v\,c^\dagger_{v2}c_{v1}\right)Q_{\mathbf q}+\text{h.c.}
\]

The deformation potentials \(D_c,D_v\) are energies per displacement. Remote bands and phonon scattering between bands are left out. A remote band reached by the photon adds a term of the same kind to the sum below. Scattering between bands also lets the phonon act first. The denominators of those terms contain \(\pm\hbar\Omega\) as first written, but energy conservation turns them into \(-(\hbar\omega+\Delta')\), with \(\Delta'\) the direct separation between the remote band and the band of the final electron or hole. With direct separations taken at the extrema they are, at a given \(\omega\), again the same for phonon absorption and emission.

### The amplitude

The second-order amplitude is \(\sum_m\langle f|H|m\rangle\langle m|H|i\rangle/(E_i-E_m)\), where \(E_i\) includes the photon. The initial state \(|i\rangle\) has \(v1\) and \(v2\) full; the final one is \(|f\rangle=c^\dagger_{c2}c_{v1}|i\rangle\). The phonon cannot act first, since \(v2\) is occupied and the conduction states are empty. Two paths remain.

**Electron path.** The photon lifts \(v1\to c1\), with \(E_i-E_m=\hbar\omega-\Delta_v\). The phonon then moves the electron to \(c2\):

\[
c^\dagger_{c2}c_{c1}\,c^\dagger_{c1}c_{v1}|i\rangle=+|f\rangle .
\]

**Hole path.** The photon lifts \(v2\to c2\), with \(E_i-E_m=\hbar\omega-\Delta_c\). The phonon then moves the electron of \(v1\) into the hole at \(v2\). Moving \(c_{v1}\) past two operators costs no sign; exchanging \(c^\dagger_{v2}\) with \(c^\dagger_{c2}\) costs one:

\[
c^\dagger_{v2}c_{v1}\,c^\dagger_{c2}c_{v2}|i\rangle
=c^\dagger_{v2}c^\dagger_{c2}c_{v2}c_{v1}|i\rangle
=-c^\dagger_{c2}\,c^\dagger_{v2}c_{v2}\,c_{v1}|i\rangle=-|f\rangle .
\]

The last step uses that \(v2\) is full. This minus sign reverses the second denominator, so the amplitude is \(G\,b\,\sqrt N\,S\) with

\[
S(\omega)=\frac{D_c\,p_v}{\hbar\omega-\Delta_v}+\frac{D_v\,p_c}{\Delta_c-\hbar\omega},
\qquad N=\begin{cases}n&\text{absorption}\\ n+1&\text{emission.}\end{cases}
\]

In both paths the photon acts before the phonon, so the phonon energy does not appear in the denominators. At a given \(\omega\), \(S\) is the same for absorption and emission, and the weights differ by \(n\) against \(n+1\) alone.

### Summing over the bands

Let the bands be parabolic near their extrema, with kinetic energies \(\varepsilon_v\) of the hole and \(\varepsilon_c\) of the electron. Take \(D\), \(p\) and the direct gaps at the extrema, and \(\Omega\) constant for the phonons involved. Then

\[
E_c-E_v=E_g+\varepsilon_c+\varepsilon_v=\hbar\omega\pm\hbar\Omega
\quad\Rightarrow\quad \varepsilon_c+\varepsilon_v=x ,
\]

with the upper sign and \(x=x_a\) for absorption, the lower sign and \(x=x_e\) for emission.

For any hole state and any electron state there is a phonon with the wave vector that joins them, so the two are summed independently. Per volume and spin, the number of states below energy \(\varepsilon\) is the volume of a \(k\)-sphere over \((2\pi)^3\), and its derivative is the density of states:

\[
\frac{1}{(2\pi)^3}\frac{4\pi}{3}\frac{(2m\varepsilon)^{3/2}}{\hbar^3}=\frac{(2m\varepsilon)^{3/2}}{6\pi^2\hbar^3}
\;\Rightarrow\;
\frac{(2m)^{3/2}\sqrt{\varepsilon}}{4\pi^2\hbar^3}.
\]

For an ellipsoidal valley, \(m\) is the cube root of the product of the three masses. The density of pairs with total energy \(x\) is

\[
J(x)=\frac{(2m_v)^{3/2}(2m_c)^{3/2}}{16\pi^4\hbar^6}\int_0^x\!\sqrt{\varepsilon(x-\varepsilon)}\,d\varepsilon .
\]

The curve \(y=\sqrt{\varepsilon(x-\varepsilon)}\) is a semicircle of radius \(x/2\), because \(y^2+(\varepsilon-x/2)^2=x^2/4\). Its area is \(\pi x^2/8\). With \(2^{3/2}\cdot2^{3/2}=8\),

\[
J(x)=\frac{(m_vm_c)^{3/2}}{16\pi^3\hbar^6}\,x^2 .
\]

This is the origin of the quadratic law. If the wave-vector difference were fixed, electron and hole would share one free wave vector, and the density of pairs would grow as \(\sqrt x\), as for a direct gap. In a numerical count of states, doubling \(x\) multiplies the number of pairs below \(x\) by 8.00 for independent wave vectors and by 2.83 for a fixed difference, that is, by \(2^3\) and \(2^{3/2}\).

### The absorption coefficient

Light and lattice conserve spin here, which gives a factor 2. Let there be \(g\) equivalent conduction valleys, with \(|S|^2\) their mean. The golden rule gives, for each phonon process,

\[
\frac WV=\frac1V\,2g\,\frac{2\pi}{\hbar}\,G^2b^2|S|^2N\,V^2J
=\frac{\pi g e^2A_0^2|S|^2N}{2m_0^2\rho\Omega}\,J .
\]

The volume has cancelled against the one in \(b^2\), and the numbers combine as \(2\cdot2\pi/(4\cdot2)=\pi/2\).

The peak electric field is \(\omega A_0\), so in a medium of refractive index \(n_r\) the intensity is \(I=\tfrac12\varepsilon_0cn_r\omega^2A_0^2\). The absorption coefficient is absorbed power per volume over intensity:

\[
\alpha=\frac{\hbar\omega W}{VI}
=\frac{\pi g e^2\hbar|S|^2N}{\varepsilon_0cn_rm_0^2\rho\Omega\,\omega}\,J .
\]

Inserting \(J\) gives \(\alpha=A\,N\,x^2\) for each process, with

\[
A(\omega)=\frac{g\,e^2(m_vm_c)^{3/2}|S(\omega)|^2}{16\pi^2\varepsilon_0c\,n_r\,m_0^2\,\rho\,\Omega\,\omega\,\hbar^5}.
\]

Adding the two processes gives the stated result. No reverse process has been subtracted, because the conduction band is empty.

## Second derivation: a moving lattice seen in time

### A displaced lattice makes the transition allowed

Now hold the lattice still in a displaced position, so that \(Q\) is a number. The displacement mixes states at \(\mathbf k_v\) and \(\mathbf k_c\). To first order in \(Q\),

\[
|v1'\rangle=|v1\rangle+\frac{D_vQ}{E_{v1}-E_{v2}}|v2\rangle,\qquad
\langle c2'|=\langle c2|+\frac{D_cQ}{E_{c2}-E_{c1}}\langle c1| .
\]

Without mixing, light does not connect \(v1\) and \(c2\). With it,

\[
\langle c2'|\hat{\mathbf e}\cdot\mathbf p|v1'\rangle
=Q\left[\frac{D_cp_v}{E_{c2}-E_{c1}}+\frac{D_vp_c}{E_{v1}-E_{v2}}\right]\equiv Q\,S_0 .
\]

Take \(E_{v1}=0\). Then \(E_{c2}=E_g\), \(E_{c1}=\Delta_v\) and \(E_{v2}=E_g-\Delta_c\), so

\[
S_0=\frac{D_cp_v}{E_g-\Delta_v}+\frac{D_vp_c}{\Delta_c-E_g}.
\]

This is \(S\) evaluated at \(\hbar\omega=E_g\). The indirect transition is thus a direct optical transition between states that the displacement has mixed.

### Letting the lattice move

The lattice moves slowly if \(\hbar\Omega\) is small against \(\Delta_v-E_g\) and \(\Delta_c-E_g\). The mixing then follows the displacement, and \(Q\) can be restored as an operator in the transition operator

\[
F=G\,S_0\sum_{\mathbf k,\mathbf k'}Q_{\mathbf k'-\mathbf k}\,c^\dagger_{c\mathbf k'}c_{v\mathbf k}.
\]

The golden rule for \(Fe^{-i\omega t}\) can be written as a time integral by inserting

\[
\delta(\hbar\omega-E_f+E_i)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}\!dt\,e^{i(\hbar\omega-E_f+E_i)t/\hbar}.
\]

The factors \(e^{iE_it/\hbar}\) and \(e^{-iE_ft/\hbar}\) turn \(F^\dagger\) into the operator at time \(t\), and the sum over final states closes:

\[
W=\frac1{\hbar^2}\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}\,\langle F^\dagger(t)F(0)\rangle .
\]

Different pairs \((\mathbf k,\mathbf k')\) lead to orthogonal electron states, so each pair contributes separately, as a lattice factor times an electron factor.

**Lattice factor.** With \(a(t)=ae^{-i\Omega t}\) and \(Q^\dagger_{\mathbf q}=b(a^\dagger_{\mathbf q}+a_{-\mathbf q})\),

\[
\langle Q^\dagger_{\mathbf q}(t)Q_{\mathbf q}(0)\rangle
=b^2\left[n\,e^{i\Omega t}+(n+1)\,e^{-i\Omega t}\right].
\]

The displacement at one time does not commute with that at another; this is why the two weights differ. The first term raises the frequency available to the electrons to \(\omega+\Omega\), the second lowers it to \(\omega-\Omega\).

**Electron factor.** Each pair contributes \(e^{-i(E_g+\varepsilon_c+\varepsilon_v)t/\hbar}\). The sum over electron states is a Gaussian integral:

\[
V\!\int\!\frac{d^3k}{(2\pi)^3}\,e^{-i\hbar k^2t/2m_c}
=\frac{V}{(2\pi)^3}\left(\frac{2\pi m_c}{i\hbar t}\right)^{3/2}
=V\left(\frac{m_c}{2\pi\hbar\,it}\right)^{3/2}.
\]

Here \(it\) stands for \(it+\eta\), with \(\eta\to0^+\) ensuring convergence. The hole gives the same with \(m_v\), and the product is

\[
\frac{V^2(m_vm_c)^{3/2}}{(2\pi\hbar)^3}\,\frac{1}{(it+\eta)^3}.
\]

**Time integral.** Write \(\nu=x/\hbar\), that is, \(\nu=\omega\pm\Omega-E_g/\hbar\). Using \((it+\eta)^{-3}=\tfrac12\int_0^\infty s^2e^{-s(it+\eta)}ds\),

\[
\int_{-\infty}^{\infty}\!dt\,\frac{e^{i\nu t}}{(it+\eta)^3}
=\frac12\int_0^\infty\!ds\,s^2e^{-s\eta}\,2\pi\delta(\nu-s)
\;\to\;\pi\nu^2\theta(\nu)=\frac{\pi x^2}{\hbar^2}\theta(x).
\]

The squared edge is the spectrum of a decay as \(t^{-3}\), and each of the two independent particles supplies \(t^{-3/2}\). A single free wave vector would leave \(t^{-3/2}\) and hence \(\sqrt x\).

Collecting factors, with spin and valleys as before,

\[
W=\frac{2g}{\hbar^2}G^2b^2|S_0|^2N\,\frac{V^2(m_vm_c)^{3/2}}{8\pi^3\hbar^3}\,\frac{\pi x^2}{\hbar^2}
=2g\,\frac{2\pi}{\hbar}G^2b^2|S_0|^2N\,V^2\,\frac{(m_vm_c)^{3/2}x^2}{16\pi^3\hbar^6}.
\]

The second form is the rate of the first derivation with \(S_0\) in place of \(S(\omega)\). The conversion to \(\alpha\) is unchanged, so the same two edges follow, with the same weights.

## What each derivation assumes

Both need a weak coupling to light and lattice, parabolic bands, constant matrix elements, a full valence and an empty conduction band, and no attraction between electron and hole. They differ in how they treat the lattice during the virtual step.

The first derivation works with phonon number states and keeps the photon energy in the denominators. At an edge, where electron and hole sit at the extrema, \(S(\omega)\) is the second-order amplitude of the model. Above the edge, the direct gaps at the actual wave vectors shift. Where the other band has a slope, the shift is linear in the small wave vector, of order \(\sqrt x\); this linear part cancels when \(|S|^2\) is averaged over directions, leaving a change of order \(x\). These shifts have been dropped. They need not be small against the variation of \(A\) that is kept: in the example below, direct gaps that grow by the kinetic energy of the carrier, with a slope of 4 eV Å for \(v2\), lower the mean \(|S|^2\) by about 9% at \(x=0.2\) eV. The growth of \(S\) with \(x\) is therefore not a complete first correction.

The second derivation also neglects \(\hbar\Omega\) in the denominators. In exchange, it uses the lattice through its displacement correlation function alone. If the transition operator stays linear in \(Q\), another correlation function of the same displacement can be put in place of the bracket, and each frequency in it produces its own shifted quadratic edge. Several phonon branches add in the same way, but each has its own deformation potentials and frequency, so each pair of edges carries its own factor \(b^2|S_0|^2\). These factors can differ widely, because the two terms of \(S_0\) can add for one branch and partly cancel for another. Treating the lattice as static throughout replaces \(e^{\pm i\Omega t}\) by 1; the edges then merge into one at \(E_g\) with weight \(2n+1\). This loses the splitting, and it is approached slowly: with \(y=\hbar\omega-E_g>\hbar\Omega\), the two-edge bracket equals \((2n+1)(y^2+\hbar^2\Omega^2)-2y\hbar\Omega\), so the relative error of the static form \((2n+1)y^2\) is about \(2\hbar\Omega/[(2n+1)y]\) once \(y\) is large against \((2n+1)\hbar\Omega\); at \(y=10\hbar\Omega\) and small \(n\) it is 23%.

The common assumptions also show where the law fails:

- Attraction can bind electron and hole. A bound pair has one free wave vector, that of its centre of mass, so its contribution starts as \(\sqrt x\), below the edge found here. Attraction also changes the unbound pairs above the edge. In a hydrogen-like estimate with the masses of the example below and a dielectric constant \(n_r^2\), the binding energy is about 18 meV; the unbound part then starts as \(x^{3/2}\) and is still more than four times the free-pair value at \(x=0.1\) eV. In a real crystal with unscreened attraction, the quadratic law, the size of \(A\) and the straight-line construction below are therefore rough guides near the edge.
- If \(S\) vanishes at the extrema and grows linearly with the wave vectors, \(|S|^2\) adds one power of \(x\), and the edges become cubic.
- When \(\hbar\omega\) approaches a direct gap, a denominator becomes small and \(A(\omega)\) is no longer slowly varying.

## A worked example

Take a model semiconductor with \(E_g=1\) eV, \(\hbar\Omega=0.05\) eV, \(\Delta_v=3\) eV, \(\Delta_c=2.5\) eV, \(m_v=0.5\,m_0\), and six valleys with masses 1.0, 0.2 and 0.2 \(m_0\), so that \(m_c=(0.04)^{1/3}m_0=0.342\,m_0\). Further, \(n_r=3.5\), \(\rho=2500\) kg/m³, \(D_c=4\) and \(D_v=-2\) eV/Å, and \(p_v=p_c=0.5\,\hbar/a_0\), with \(a_0\) the Bohr radius. The edges lie at 0.95 and 1.05 eV.

At 1.15 eV the excess energies are \(x_a=0.20\) eV and \(x_e=0.10\) eV, and \(A=528.7\) cm⁻¹ eV⁻². At 300 K, \(n=0.169\), and

\[
\alpha=528.7\,(0.169\times0.04+1.169\times0.01)\ \text{cm}^{-1}=(3.57+6.18)\ \text{cm}^{-1}=9.75\ \text{cm}^{-1}.
\]

At 100 K, \(n=0.0030\); the two parts become 0.064 and 5.30 cm⁻¹. Cooling nearly removes the absorption branch, while the emission branch keeps most of its strength. The gap was held fixed here; in a real crystal it also shifts with temperature.

The prefactor rises from 507 to 529 cm⁻¹ eV⁻² between 0.95 and 1.15 eV, by about 4%. Two larger changes nearly cancel: in units of \(p_v\) per ångström,

\[
S(0.95\ \text{eV})=-\frac{4}{2.05}-\frac{2}{1.55}=-3.24,\qquad
S(1.15\ \text{eV})=-\frac{4}{1.85}-\frac{2}{1.35}=-3.64 ,
\]

so \(|S|^2\) grows by 26%, while \(1/\omega\) falls by 17%. The near cancellation belongs to these parameters; with both direct gaps more distant and the same couplings, \(S\) would change less and the fall of \(1/\omega\) would dominate. The second derivation uses \(S_0=-4/2-2/1.5=-3.33\). Its \(|S_0|^2\) is about 6% above \(|S|^2\) at the lower edge and about 6% below it at the upper edge, which measures the cost of neglecting \(\hbar\Omega\) in the denominators.

Because \(A\) is nearly constant, \(\sqrt\alpha\) is nearly a straight line between the edges. Fitted from 0.96 to 1.045 eV and extrapolated to zero at 300 K, it gives 0.9502 eV. Subtracting the square of this line above the second edge and taking the root again gives a second line, which, fitted from 1.06 to 1.15 eV, reaches zero at 1.0501 eV. Half the sum is 1.0001 eV, the gap; half the difference is 0.0500 eV, the phonon energy. With a constant \(A\) both lines would be straight and the intercepts would fall on the edges, so the remaining shifts, below 0.2 meV for these fit ranges, come from the variation of \(A(\omega)\). They depend on the ranges: fitting from 0.98 to 1.05 eV and from 1.08 to 1.25 eV moves the upper intercept by 2.4 meV. For the lower intercept the smallness rests on the near cancellation in \(A\) noted above: either factor alone, \(|S|^2\) or \(1/\omega\), would move it by about 1 meV. Both shifts also come from an \(A(\omega)\) that omits the shifts of the direct gaps. They show that the construction is consistent with the formula in this example and are no general measure of its accuracy.

The numerical check also compares \(S\) and the phonon factors with avoided crossings of a two-electron Hamiltonian, and the coefficient \(A\) with a direct sum over the states of a finite box.

## Computed results

```
indirect gap: 1.000 eV; phonon energy: 0.050 eV
direct gaps at kv, kc: 3.00, 2.50 eV
valence mass: 0.50 m0
conduction masses long., transv.: 1.00, 0.20 m0
conduction density-of-states mass: 0.3420 m0
valleys: 6; refractive index: 3.5
mass density: 2500 kg/m^3
deformation potentials Dc, Dv: 4.0, -2.0 eV/angstrom
momentum matrix element: 0.50 hbar/bohr
edges: 0.950 and 1.050 eV
edge separation: 0.100 eV
A at 0.95 eV: 506.55 cm^-1 eV^-2
A at 1.05 eV: 513.32 cm^-1 eV^-2
A at 1.15 eV: 528.71 cm^-1 eV^-2
T = 100 K: n = 0.00303, n/(n+1) = 0.00302
  0.98 eV: absorb 0.00138, emit 0.00000, sum 0.00138 cm^-1
  1.02 eV: absorb 0.00758, emit 0.00000, sum 0.00758 cm^-1
  1.05 eV: absorb 0.01555, emit 0.00000, sum 0.01555 cm^-1
  1.10 eV: absorb 0.03544, emit 1.30375, sum 1.33919 cm^-1
  1.15 eV: absorb 0.06408, emit 5.30308, sum 5.36716 cm^-1
T = 300 K: n = 0.16898, n/(n+1) = 0.14456
  0.98 eV: absorb 0.07721, emit 0.00000, sum 0.07721 cm^-1
  1.02 eV: absorb 0.42261, emit 0.00000, sum 0.42261 cm^-1
  1.05 eV: absorb 0.86743, emit 0.00000, sum 0.86743 cm^-1
  1.10 eV: absorb 1.97682, emit 1.51946, sum 3.49628 cm^-1
  1.15 eV: absorb 3.57371, emit 6.18049, sum 9.75420 cm^-1
half splittings at avoided crossings, 2 phonons per mode:
  absorb: found 4.12834e-06, predicted 4.12803e-06 eV
  emit: found 5.34436e-06, predicted 5.34467e-06 eV
  squared ratio emit/absorb: 1.6759
energy-sharing integral at x = 1: 0.392699
pairs in box sum: 1553616
box sum / formula: 1.00004 (absorb), 1.00004 (emit)
pair-count growth on doubling x, free momenta: 8.000
same, fixed wave-vector difference: 2.828
line intercepts at 300 K: 0.95016 and 1.05012 eV
recovered gap: 1.00014 eV
recovered phonon energy: 0.04998 eV
```
